\section*{Why torsion, but not axial strain, gaps an armchair nanotube}

\section*{Question}

An undistorted armchair nanotube has bands that meet at the Fermi level. Why does a small uniform axial strain leave them touching, while a small twist separates them, and how large is the resulting gap?

\section*{Mechanism: a moving point and a fixed line}

Rolling a graphene sheet into a tube restricts the electron wavevector to parallel lines, one for each whole number of wavelengths around the circumference. The tube is gapless if a line passes through a Dirac point, where the sheet's two bands meet. Strain can open a gap by moving the Dirac point off the line. What matters is therefore the direction of the displacement, and displacement along the line does no harm.

The model has one radial $\pi$ orbital per atom, nearest-neighbour hopping, no spin--orbit coupling and no electron--electron interaction. At first the tube's curvature enters only through the periodic boundary condition. Let $x$ run around the tube and $y$ along it. With bond length $d$, the bonds from an A atom to its B neighbours are
\begin{equation}
\boldsymbol\delta_1=d(1,0),\qquad
\boldsymbol\delta_{2,3}=d\left(-\tfrac12,\pm\tfrac{\sqrt3}{2}\right).
\end{equation}
The circumference of an $(n,n)$ tube is the lattice vector $\mathbf C=3nd\,\hat{\mathbf x}$, so its radius is $R=3nd/2\pi$.

A uniform deformation turns each bond into $F\boldsymbol\delta_j+\mathbf u$, where
\begin{equation}
F=\begin{pmatrix}1+\varepsilon_{xx}&\gamma\\0&1+\varepsilon_{yy}\end{pmatrix}
\end{equation}
and $\mathbf u$ is a shift of sublattice B relative to A. Axial strain $\varepsilon$ has $\varepsilon_{yy}=\varepsilon$, $\varepsilon_{xx}=-\nu\varepsilon$ and $\gamma=0$, with $\nu$ the Poisson ratio. Torsion has only $\gamma$, which is $R$ times the twist angle per length; its symmetric strain component is $\varepsilon_{xy}=\gamma/2$.

The laboratory wavevector $\mathbf k$ enters through the phase
\begin{equation}
\mathbf k\cdot(F\boldsymbol\delta_j+\mathbf u)
=\boldsymbol\kappa\cdot\boldsymbol\delta_j+\mathbf k\cdot\mathbf u,
\qquad \boldsymbol\kappa=F^{T}\mathbf k .
\end{equation}
The last term is the same for all three bonds and drops out of the energies. The boundary condition $\mathbf k\cdot F\mathbf C=2\pi q$ becomes $\boldsymbol\kappa\cdot\mathbf C=2\pi q$, so
\begin{equation}
\kappa_x=\frac{q}{R},\qquad q=0,\pm1,\ldots,
\end{equation}
with $R$ the undeformed radius. In the material wavevector $\boldsymbol\kappa$ the lines stay fixed. With equal hoppings, the change of shape moves the lines and the Dirac points together; a relative displacement comes from unequal hoppings $t_j$. The bands are $E=\pm|f|$, with
\begin{equation}
f(\boldsymbol\kappa)=\sum_j t_j e^{i\boldsymbol\kappa\cdot\boldsymbol\delta_j}.
\end{equation}

Without strain all $t_j=t_0$. On $\kappa_x=0$, setting $\theta=\sqrt3\,\kappa_yd/2$, one has $f=t_0(1+2\cos\theta)$. This vanishes at $\theta=\pm2\pi/3$, giving the two Dirac points $K$ and $K'$ at $\kappa_y=\pm4\pi/(3\sqrt3\,d)$. Both lie on the line $q=0$.

\section*{How strain changes the hoppings}

Let $\phi_j=0,\pm120^\circ$ be the bond angles. To first order, a bond's fractional extension is the strain projected on its direction plus the projection of $\mathbf u/d$:
\begin{align}
\frac{l_j}{d}-1={}&\frac{\varepsilon_{xx}+\varepsilon_{yy}}2
+\frac{\varepsilon_{xx}-\varepsilon_{yy}}2\cos2\phi_j
+\varepsilon_{xy}\sin2\phi_j\nonumber\\
&+\frac{u_x\cos\phi_j+u_y\sin\phi_j}{d}.
\end{align}
For these three angles $\cos2\phi_j=\cos\phi_j$ and $\sin2\phi_j=-\sin\phi_j$. The symmetry of the sheet leaves one coefficient $\zeta$ in the linear response of the sublattices,
\begin{equation}
\mathbf u=\zeta d\left(-\frac{\varepsilon_{xx}-\varepsilon_{yy}}2,\ \varepsilon_{xy}\right).
\end{equation}
Substitution gives
\begin{equation}
\frac{l_j}{d}-1=\frac{\varepsilon_{xx}+\varepsilon_{yy}}2
+(1-\zeta)\left[\frac{\varepsilon_{xx}-\varepsilon_{yy}}2\cos\phi_j
-\varepsilon_{xy}\sin\phi_j\right].
\end{equation}
Thus $\zeta=0$ means that the sublattices follow $F$, and $\zeta=1$ that they relax until the bonds are equally long to first order.

Take $t_j=t_0\exp[-\beta(l_j/d-1)]$ and define $b=\beta(1-\zeta)$. The first term in the extension rescales all hoppings equally and cannot move a zero of $f$. The remaining changes are, for axial strain,
\begin{equation}
\frac{\delta t_1}{t_0}=\frac{b(1+\nu)\varepsilon}{2},\qquad
\frac{\delta t_2}{t_0}=\frac{\delta t_3}{t_0}=-\frac{b(1+\nu)\varepsilon}{4},
\end{equation}
and for torsion, since $\sin\phi_{2,3}=\pm\sqrt3/2$,
\begin{equation}
\delta t_1=0,\qquad
\frac{\delta t_2}{t_0}=-\frac{\delta t_3}{t_0}=\frac{\sqrt3}{4}\,b\gamma .
\end{equation}
Axial strain treats the two slanted bonds alike. Torsion shortens one and lengthens the other.

\section*{Where the Dirac points go}

Write $\boldsymbol\kappa=K\hat{\mathbf y}+\mathbf p$ near $K$, where the bond phases are $1$ and $e^{\pm2\pi i/3}$. The part of $f$ linear in $\mathbf p$ has coefficients
\begin{align}
p_x:&\quad it_0d\left[1-\tfrac12\cdot2\cos\tfrac{2\pi}{3}\right]=\tfrac32\,it_0d,\\
p_y:&\quad it_0d\,\tfrac{\sqrt3}{2}\cdot2i\sin\tfrac{2\pi}{3}=-\tfrac32\,t_0d .
\end{align}
With $\hbar v=\tfrac32t_0d$, adding the hopping changes gives
\begin{equation}
f\simeq\hbar v(ip_x-p_y)+\delta t_1-\frac{\delta t_2+\delta t_3}{2}
+i\frac{\sqrt3}{2}(\delta t_2-\delta t_3).
\end{equation}
The Dirac point is where the real and imaginary parts both vanish. For axial strain the imaginary part requires $p_x=0$, and the real part gives
\begin{equation}
\Delta\kappa_y=\frac{t_0b(1+\nu)\varepsilon\left(\frac12+\frac14\right)}{\frac32t_0d}
=\frac{b(1+\nu)\varepsilon}{2d}.
\end{equation}
For torsion the real part requires $p_y=0$, and the imaginary part gives
\begin{equation}
\Delta\kappa_x=-\frac{\frac{\sqrt3}{2}\cdot\frac{\sqrt3}{2}\,t_0b\gamma}{\frac32t_0d}
=-\frac{b\gamma}{2d}.
\end{equation}
Because $f(-\boldsymbol\kappa)=f(\boldsymbol\kappa)^*$, both shifts reverse at $K'$. The two valleys therefore acquire equal gaps.

Near its displaced tip the cone is $E=\pm\hbar v|\mathbf p-\Delta\boldsymbol\kappa|$. Under torsion the closest approach of the line $p_x=0$ is $|\Delta\kappa_x|$, so
\begin{equation}
E_g\simeq2\hbar v|\Delta\kappa_x|=\frac32\,\beta(1-\zeta)\,t_0|\gamma| .
\end{equation}
Without curvature corrections, the radius cancels at fixed shear $\gamma$. At fixed twist angle per length, $\gamma$ and hence the gap grow in proportion to $R$, as long as the twist remains small in the sense given below.

\section*{The $q=0$ line beyond first order}

On this line, with $s=t_2+t_3$ and $D=t_2-t_3$,
\begin{equation}
f=t_1+s\cos\theta+iD\sin\theta .
\end{equation}
Axial strain keeps $D=0$. A zero then exists at
\begin{equation}
\cos\theta=-\frac{t_1}{2t_2},\qquad t_1\le2t_2 ,
\end{equation}
so within this model the tube stays gapless well beyond the linear regime. At $t_1=2t_2$ the two Dirac points merge at $\theta=\pi$. For larger $t_1$ the three terms of $f$ can no longer cancel, and a gap opens.

For torsion put $c=\cos\theta$ and use $s^2-D^2=4t_2t_3$:
\begin{align}
|f|^2&=(t_1+sc)^2+D^2(1-c^2)\nonumber\\
&=t_1^2+D^2+2t_1sc+4t_2t_3c^2 .
\end{align}
The minimum is at $c=-t_1s/(4t_2t_3)$, provided this lies between $-1$ and $1$. There
\begin{equation}
|f|^2_{\min}=t_1^2+D^2-\frac{t_1^2(4t_2t_3+D^2)}{4t_2t_3}
=D^2\left(1-\frac{t_1^2}{4t_2t_3}\right),
\end{equation}
and hence
\begin{equation}
E_g=2|t_2-t_3|\sqrt{1-\frac{t_1^2}{4t_2t_3}} .
\end{equation}
For small $\gamma$ the root tends to $\sqrt3/2$ and $|D|$ to $\sqrt3\,bt_0|\gamma|/2$, which restores the first-order result.

This gap belongs to $q=0$. As a twist with $\gamma>0$ grows, the Dirac point near $K$ approaches the line $q=-1$, while that near $K'$ approaches $q=+1$; for $\gamma<0$ the two lines are exchanged. The gap closes again when $|\Delta\kappa_x|=1/R$, which to first order means $|\gamma|=2d/(bR)$. A ``small'' twist is one well below half this value, where the Dirac point would lie midway between lines.

\section*{The symmetry behind the direction}

In the basis of A and B amplitudes, the Hamiltonian on the $q=0$ line is
\begin{equation}
H=-(t_1+s\cos\theta)\sigma_x+D\sin\theta\,\sigma_y .
\end{equation}
A mirror plane containing the tube axis and bisecting a circumferential bond exchanges A with B and leaves $\kappa_y$ unchanged. On this line it acts as $\sigma_x$. If $D=0$, the bands have opposite mirror parity and can cross without mixing. Axial strain preserves the mirror. Torsion gives the tube a handedness, destroys the mirror and supplies the $\sigma_y$ term that mixes the bands.

The parity argument holds for spinless electrons. In a real tube, curvature together with the atomic spin--orbit coupling of carbon leaves a small gap, of order 0.2 meV for a (10,10) tube, with or without axial strain; this is negligible beside the twist gaps found below. The argument does not depend on nearest-neighbour hopping. Farther hopping that respects the mirror can shift the crossing in energy and wavevector, but cannot couple the two bands.

\section*{Numbers for a (10,10) tube}

Take as illustrative parameters $t_0=2.7$ eV, $d=0.142$ nm, $\beta=3$, $\zeta=0.4$ and $\nu=0.2$. The small-twist gap is proportional to $\beta(1-\zeta)t_0$, so its value in meV is only as certain as that product. Then $b=1.8$, $R=0.678$ nm, $\hbar v=0.575$ eV\,nm, and the lines are $1/R=1.475$ nm$^{-1}$ apart.

For 1\% axial strain,
\begin{equation}
\Delta\kappa_y\simeq\frac{1.8\times1.2\times0.01}{2\times0.142\ \text{nm}}
=0.0761\ \text{nm}^{-1}.
\end{equation}
The numerical root of $f$ lies at $0.0773$ nm$^{-1}$, so the linear estimate is 1.6\% below it. The displacement across the lines is zero to the printed precision.

For 1\% torsional shear, or $0.845^\circ$ per nm,
\begin{align}
|\Delta\kappa_x|&\simeq\frac{1.8\times0.01}{2\times0.142\ \text{nm}}=0.0634\ \text{nm}^{-1},\\
E_g&\simeq1.5\times1.8\times2.7\ \text{eV}\times0.01=72.9\ \text{meV}.
\end{align}
The Dirac point has moved less than under axial strain and misses its line by only 4.3\% of the line spacing. The direction of the shift makes the difference.

As an independent test, the whole tube was assembled atom by atom and diagonalized without putting in any quantization lines. Its gap is below $10^{-5}$ eV at rest and under 1\% axial tension or compression. Under 1\% shear it is 72.89 meV, for both the (10,10) and the (6,6) tube, in agreement with the closed formula.

The model's outer limits are far away. The Dirac points merge at 37\% axial strain, and the torsional gap closes again at 24.7\% shear, against a linear estimate of 23.3\%. These mark the structure of the model; the assumed round tube and hopping law should not be trusted at such deformations.

Two omissions were sized with a three-dimensional tube of radial orbitals. With the $\sigma$-type hopping between tilted radial orbitals taken as twice the $\pi$ hopping, curvature changes the twist gap to 72.5 meV. Letting the $\pi$ orbitals also mix with the $\sigma$ bands gives about 73.8 meV instead, so curvature is an effect of about 1\% whose sign the radial model does not fix. Adding hopping up to third neighbours, with the same exponential law, raises the direct gap to 87.0 meV. This is not converged in the hopping range: the fourth shell lowers it to about 83 meV, some 14\% above the basic model, and farther shells change it by about 0.1 meV. In both cases the direct gap under axial strain remains below $10^{-5}$ eV, as the mirror argument requires. Sublattice relaxation matters more: with $\zeta=0$ the first-order twist gap would be $72.9/0.6=121.5$ meV.

\section*{What the gap does to a conductor}

Consider a neutral, ballistic tube with ideal contacts. Without a gap, two valleys and two spins give the conductance $G_0=4e^2/h$, which corresponds to a resistance of 6.45 k$\Omega$. With a gap, only energies $|E|>E_g/2$ transmit in a long twisted section, and they do so almost fully if the twist sets in gradually along the tube. If $f_T$ is the Fermi function at zero chemical potential,
\begin{equation}
\frac{G}{G_0}=2\int_{E_g/2}^{\infty}\left(-\frac{df_T}{dE}\right)dE
=\frac{2}{e^{E_g/2k_BT}+1}.
\end{equation}
At 300 K, $k_BT=25.85$ meV and the exponent is $36.4/25.85=1.41$. The ratio is 0.39 and the resistance 16.4 k$\Omega$. The next subband begins at 0.83 eV in the untwisted tube, too high to contribute noticeably. The twisted section must also be much longer than the midgap decay length $2\hbar v/E_g\simeq16$ nm, or electrons leak through it. If the twist begins or ends abruptly on that scale, carriers just above the gap are partly reflected and the resistance is higher than the value given here: for a 150 nm twisted section it is about 23 k$\Omega$ with abrupt ends and still about 17 k$\Omega$ when the twist is ramped over 60 nm.

An axial field $F_y$ permits tunnelling between the bands. Inside the gap the decay rate is $\sqrt{(E_g/2)^2-w^2}/\hbar v$, where $w=eF_yy$ is measured from midgap. The semiclassical probability is therefore
\begin{equation}
P=\exp\left[-\frac{2}{\hbar veF_y}\int_{-E_g/2}^{E_g/2}\!\sqrt{\frac{E_g^2}{4}-w^2}\,dw\right]
=\exp\left[-\frac{\pi E_g^2}{4\hbar veF_y}\right],
\end{equation}
because the integral is half the area of a circle of radius $E_g/2$. It gives $7\times10^{-4}$ at 0.01 MV/cm and 0.48 at 0.1 MV/cm. Time integration of the two-band equation agrees with both values to within $10^{-4}$ in probability. The gap thus suppresses tunnelling strongly at the lower field and only weakly at the higher; carriers thermally excited above the gap are not included in $P$.

The 1\% shear was chosen to make the effect easy to see. A shear of 0.1\% would give about 7.3 meV and reduce the ideal conductance by only 7\% at 300 K. The result also depends on the assumed neutrality, which doping removes: with the Fermi level 100 meV from midgap, the two band edges contribute $1/(e^{-2.46}+1)+1/(e^{5.28}+1)=0.93$, instead of 0.39, at 1\% shear. Scattering and imperfect contacts add resistance even without a gap. Electron--electron interactions can open a gap in a clean, neutral armchair tube without any twist. The model leaves them out, so the gapless result under axial strain is a statement about the single-particle bands without spin--orbit coupling. The computed values are listed in the numerical output below.

\section*{Computed results}
\begin{verbatim}
Tube index n (n,n): 10
Hopping t0: 2.70 eV; bond length d: 0.142 nm
beta: 3.0; zeta: 0.4; Poisson ratio: 0.2
beta(1-zeta): 1.80
Radius: 0.6780 nm
Line spacing 1/R: 1.4749 1/nm
Dirac point K_y at rest: 17.0310 1/nm
hbar v: 0.5751 eV nm
Gap at rest, whole tube: below 1e-05 eV
AXIAL strain: 1.0 %
  t1, t2, t3: 2.6968, 2.6532, 2.6532 eV
  Dirac shift across lines: 0.0000 1/nm
  Dirac shift along line, root: 0.07727 1/nm
  same, first order: 0.07606 1/nm
  Gap, whole tube (both signs): below 1e-05 eV
  Strain where Dirac points merge: 37.3 %
  Gap at 1.1 times that strain: 0.381 eV
TORSIONAL shear: 1.0 %
  Twist rate: 0.845 degree/nm
  t1, t2, t3: 2.7000, 2.7208, 2.6787 eV
  Dirac shift across lines, root: -0.06337 1/nm
  same, first order: -0.06338 1/nm
  Dirac shift along line, root: -0.00009 1/nm
  Miss as fraction of line spacing: 0.0430
  Gap, whole tube: 72.888 meV
  Gap, closed formula: 72.888 meV
  Gap, first order: 72.900 meV
  Gap, whole (6,6) tube: 72.888 meV
  Shear where gap closes again: 24.69 %
  Gap at half that shear: 0.773 eV
NEGLECTED EFFECTS, example values
  Rough sigma/pi strength ratio: 2.0
  Twist gap with curvature: 72.51 meV
  Twist gap, curvature + 3rd neighbours: 86.98 meV
  Axial gap in both cases: below 1e-05 eV
  Next subband edge: 0.834 eV; hbar v/R: 0.848 eV
  kT at 300 K: 25.85 meV
  Conductance twisted/gapless: 0.3926
  Ballistic resistance, gapless: 6.453 kOhm
  Ballistic resistance, twisted: 16.44 kOhm
  Tunnelling probability at 0.01 MV/cm: 7.064e-04
  Tunnelling probability at 0.10 MV/cm: 4.841e-01
\end{verbatim}
